# Surface phonon of a polar substrate under a polarizable sheet

## Problem

A polar substrate fills $z<0$. Its relative permittivity is that of one undamped transverse mode of frequency $\omega_T$,

$$\varepsilon(\omega)=\varepsilon_\infty+\frac{(\varepsilon_s-\varepsilon_\infty)\,\omega_T^2}{\omega_T^2-\omega^2},\qquad \varepsilon_s=3.9,\quad \varepsilon_\infty=2.5 .$$

An insulating sheet of negligible thickness lies on its surface, with vacuum above. An in-plane field $\mathbf E_\parallel$ gives the sheet a dipole moment per area $\mathbf P=\varepsilon_0\chi\mathbf E_\parallel$, where $\chi$ is a length. The screening length $r_0$ is defined by the same sheet suspended in vacuum: it reduces the in-plane potential of a charge placed on it by the factor $1+r_0q$ at wavevector $q$.

(a) Relate $r_0$ to $\chi$.

(b) Show that a sheet with $r_0q=2$ lowers the surface phonon from $1.183\,\omega_T$ to $1.089\,\omega_T$.

(c) Explain the lowering by the forces on the ions.

(d) Take $\hbar\omega_T=60$ meV, $r_0=4.0$ nm and $q=0.5$ nm$^{-1}$. Find the shift in meV, and judge how far it can be trusted for a real channel.

Retardation is neglected. The sheet's electrons follow the field instantly, which requires $\hbar\omega$ to be far below its electronic gap.

## Hints

1. Away from charged planes the potential obeys Laplace's equation. What does a wave along $x$ do along $z$?
2. A polarization that varies along the sheet leaves a bound charge $-\nabla_\parallel\cdot\mathbf P$. Put it into Gauss's law.
3. A free oscillation has a nonzero potential without any external charge.
4. For (c), treat the ionic polarization as an oscillator driven by the field of its own surface charge.

## Solution

**(a) The screening length.** For $\phi=f(z)e^{iqx}$, Laplace's equation gives $f''=q^2f$. The solution that decays on both sides is

$$\phi=\phi_0e^{iqx-q|z|}.$$

Below, the common factor $e^{iqx}$ is dropped. Since $\mathbf E_\parallel=-\nabla_\parallel\phi$, the bound charge per area of the sheet is

$$\sigma=-\nabla_\parallel\cdot\mathbf P=\varepsilon_0\chi\nabla_\parallel^2\phi=-\varepsilon_0\chi q^2\phi_0 .$$

In vacuum the normal field is $+q\phi_0$ just above the sheet and $-q\phi_0$ just below. With an external charge $\sigma_{\rm ext}$, Gauss's law reads

$$2\varepsilon_0q\phi_0=\sigma_{\rm ext}-\varepsilon_0\chi q^2\phi_0
\quad\Rightarrow\quad
\phi_0=\frac{\sigma_{\rm ext}}{2\varepsilon_0q\,(1+\chi q/2)} .$$

Comparison with $1+r_0q$ gives $r_0=\chi/2$. The factor of two matters: if $\chi q$, rather than $r_0q$, were 2, the answer to (b) would be 1.120.

**(b) The frequency.** On the substrate, the normal displacement just above the sheet is $\varepsilon_0q\phi_0$. Just below it is $-\varepsilon_0\varepsilon(\omega)q\phi_0$, because the potential there rises toward the surface. Their difference equals the sheet charge:

$$\varepsilon_0q\phi_0\,[1+\varepsilon(\omega)]=-\varepsilon_0\chi q^2\phi_0 .$$

Dividing by $\varepsilon_0q\phi_0\neq0$ and using $\chi=2r_0$,

$$\varepsilon(\omega)=-u,\qquad u=1+2r_0q .$$

The number $u$ is the effective permittivity that the substrate sees above it. Inserting $\varepsilon(\omega)$ and multiplying by $\omega_T^2-\omega^2$,

$$(\varepsilon_\infty+u)(\omega_T^2-\omega^2)+(\varepsilon_s-\varepsilon_\infty)\omega_T^2=0 .$$

The terms in $\omega_T^2$ add up to $(\varepsilon_s+u)\omega_T^2$, so

$$\boxed{\frac{\omega^2}{\omega_T^2}=\frac{\varepsilon_s+u}{\varepsilon_\infty+u}}$$

Without the sheet $u=1$; with $r_0q=2$, $u=5$:

$$\frac{\omega_{\rm bare}}{\omega_T}=\sqrt{\frac{4.9}{3.5}}=\sqrt{1.4000}=1.183,\qquad
\frac{\omega_{\rm cov}}{\omega_T}=\sqrt{\frac{8.9}{7.5}}=\sqrt{1.1867}=1.089 .$$

At other wavevectors, for the ideal thin sheet with $r_0$ fixed, the ratio is 1.145 at $r_0q=0.5$, 1.120 at 1 and 1.059 at 4. As $q\to0$ the sheet has no effect, since its bound charge vanishes faster than the field of the substrate. The non-retarded formula itself holds only for $q\gg\omega/c$: near $q=10^{-3}$ nm$^{-1}$, for $\hbar\omega_T=60$ meV, retardation already lowers the ratio to about 1.176, with or without the sheet. As $r_0q\to\infty$ the ideal thin sheet suppresses the surface potential and $\omega\to\omega_T$.

**(c) The mechanism.** Let $\mathbf p$ be the ionic part of the substrate's polarization. The given $\varepsilon(\omega)$ follows from

$$\ddot{\mathbf p}=-\omega_T^2\mathbf p+\varepsilon_0(\varepsilon_s-\varepsilon_\infty)\omega_T^2\mathbf E ,$$

because for time dependence $e^{-i\omega t}$ this gives $\mathbf p=\varepsilon_0(\varepsilon_s-\varepsilon_\infty)\omega_T^2\mathbf E/(\omega_T^2-\omega^2)$, and the displacement $\varepsilon_0\varepsilon_\infty\mathbf E+\mathbf p$, in which $\varepsilon_\infty$ contains the response of the electrons, equals $\varepsilon_0\varepsilon(\omega)\mathbf E$.

In the surface mode the ions leave a charge $p_z$ per area at the surface, where $p_z$ is taken just inside. The electrons of the substrate and everything above screen it:

$$\varepsilon_0q(\varepsilon_\infty+u)\phi_0=p_z .$$

The field just inside is $E_z=-q\phi_0=-p_z/[\varepsilon_0(\varepsilon_\infty+u)]$. It opposes the polarization and so adds stiffness. Inserting it into the equation of motion and changing the overall sign,

$$\omega^2p_z=\omega_T^2p_z+\frac{\varepsilon_s-\varepsilon_\infty}{\varepsilon_\infty+u}\,\omega_T^2p_z .$$

This agrees with (b), since $1+(\varepsilon_s-\varepsilon_\infty)/(\varepsilon_\infty+u)=(\varepsilon_s+u)/(\varepsilon_\infty+u)$. The sheet multiplies the potential of a given ionic surface charge by $3.5/7.5=0.467$. The added stiffness, in units of $\omega_T^2$, therefore falls from 0.400 to 0.187. The short-range stiffness contained in $\omega_T^2$ is unchanged.

This picture was tested without using the surface-mode formula. The substrate was divided into 240 cells of width $0.05/q$, each with its own ionic polarization, and Poisson's equation supplied the field in the matrix of restoring forces. Diagonalization gave one mode between $\omega_T$ and the bulk longitudinal frequency $\omega_T\sqrt{\varepsilon_s/\varepsilon_\infty}=1.249\,\omega_T$. It lay at 1.1832 without the sheet and 1.0893 with it.

**(d) Energies and a real channel.** The product $r_0q=4.0\times0.5=2.0$ is that of part (b). With the unrounded ratios,

$$\hbar\omega_{\rm bare}=1.1832\times60=70.99\ \text{meV},\qquad
\hbar\omega_{\rm cov}=1.0893\times60=65.36\ \text{meV}.$$

The lowering is 5.63 meV, about 8% of the bare energy; the covered mode lies at 15.8 THz. At 300 K its thermal occupation $1/(e^{\hbar\omega/k_BT}-1)$ is 0.087, against 0.069 for the bare mode. This alone does not give the change in electron scattering, because the sheet also screens the coupling.

The parameters are rough values in the regime of monolayer MoS$_2$ on silicon dioxide. The real interface departs from the model in several ways. Silicon dioxide has more than one polar mode, and there may be a gap of a few tenths of a nanometre below the sheet; the two variations treat these points. The phonon is also damped. Replacing $\omega_T^2-\omega^2$ by $\omega_T^2-\omega^2-i\gamma\omega$ turns the mode condition into $\omega^2+i\gamma\omega=\omega_{\rm cov}^2$, whose solution has real part $\sqrt{\omega_{\rm cov}^2-\gamma^2/4}$. For an assumed full width $\hbar\gamma=5$ meV this is 65.31 meV, hardly a shift, but the width is nearly as large as the lowering to be resolved.

A dielectric above the sheet in place of vacuum, if it is at least a few times thicker than $1/q$, would replace the 1 in $u=1+2r_0q$ by its permittivity at the mode's frequency. For a polar dielectric this can differ greatly from the static value. A conducting channel also contains free carriers. In linear response their density changes by $\Pi(-e\phi_0)$, where $\Pi(q,\omega)$ is the density response per unit potential energy. This adds the charge $e^2\Pi\phi_0$ to the right-hand side of Gauss's law in (b), so

$$u\to1+2r_0q-\frac{e^2\Pi}{\varepsilon_0q}.$$

For independent carriers without collisions, with a Boltzmann distribution at 300 K and mass $0.5\,m_e$, evaluated at the covered-mode frequency, the change of $u$ is $-0.034+0.045i$ at $10^{10}$ cm$^{-2}$. The real frequency ratio then becomes 1.0897, so the result survives in a depleted channel. At $10^{12}$ cm$^{-2}$ the change is $-3.4+4.5i$ (about $-3.4+4.6i$ with Fermi–Dirac statistics and fourfold spin–valley degeneracy), comparable with $u=5$ itself; its large imaginary part mainly damps the mode, giving it a width larger than the 5.63 meV shift. The insulating-sheet result then fails, and the coupled motion of carriers and phonon must be solved with $\Pi$ taken at the unknown frequency.

Three other omissions are small here. The sheet has its own infrared-active phonon, near 48 meV in MoS$_2$. It lies below the surface mode and so lowers $r_0$ there, by about 1 to 2% for an effective charge near one, which reduces the lowering from 5.63 to about 5.6 meV. If the sheet's response is modelled by one transition at 2 eV, $r_0$ is multiplied by $1/[1-(\hbar\omega/2\,\text{eV})^2]$, a rise of 0.11%. The retardation parameter $(\omega/cq)^2$ is $4\times10^{-7}$.

## Variation 1: a gap, and a sheet of finite thickness

*How does the result change if the sheet floats 0.3 nm above the substrate, or if it is a slab 0.6 nm thick in contact with it?*

Define the load at any height by $u=D_z/(\varepsilon_0q\phi)$. Consider a layer of thickness $d$ with in-plane and normal permittivities $\varepsilon_\parallel,\varepsilon_\perp$, and a known load $u$ at its top. Inside, $\varepsilon_\perp\phi''=\varepsilon_\parallel q^2\phi$, so with $z$ measured from the bottom of the layer

$$\phi=A\cosh\kappa z+B\sinh\kappa z,\qquad \kappa=q\sqrt{\varepsilon_\parallel/\varepsilon_\perp}.$$

Since $D_z=-\varepsilon_0\varepsilon_\perp\phi'$, the load at the bottom is $u'=-gB/A$, with $g=\varepsilon_\perp\kappa/q=\sqrt{\varepsilon_\parallel\varepsilon_\perp}$. At the top, with $t=\tanh\kappa d$,

$$u=-g\,\frac{t+B/A}{1+tB/A}
\;\Rightarrow\;
\frac BA=-\frac{u+gt}{g+ut}
\;\Rightarrow\;
u'=g\,\frac{u+gt}{g+ut}.$$

For the vacuum gap, $g=1$, $u=5$ and $t=\tanh(0.5\times0.3)$. This gives $u'=2.952$ and

$$\frac{\omega}{\omega_T}=\sqrt{\frac{3.9+2.952}{2.5+2.952}}=1.121 .$$

At this wavevector the gap removes about a third of the lowering. For a wide gap $t\to1$ and $u'\to1$, which is the bare surface.

For the slab, equal in-plane polarizability requires $\chi=d(\varepsilon_\parallel-1)$, so $\varepsilon_\parallel=1+2r_0/d=14.33$. With an assumed $\varepsilon_\perp=6$ and vacuum above, the ratio is 1.092, close to the thin-sheet value. This closeness relies on the normal polarizability: the ratio is 1.102 for $\varepsilon_\perp=2$ and 1.113 for $\varepsilon_\perp=1$. The slab with $\varepsilon_\perp=6$ lifted by the same 0.3 nm gap gives about 1.12, so for such $\varepsilon_\perp$ contact with the oxide matters more here than thickness. At large $q$, however, $t\to1$ and $u'\to g$: in this model, with constant permittivities, the load of a slab of finite thickness saturates, and the mode no longer tends to $\omega_T$.

## Variation 2: an oxide with two polar modes

*Divide the same total strength, 1.4, between transverse modes at 60 and 140 meV, giving 0.9 to the lower and 0.5 to the upper. What does the sheet do to each surface mode?*

The strengths are $s_1=0.9$ and $s_2=0.5$, so the upper mode alone would give a static permittivity of $2.5+0.5=3.0$. The boundary condition is still $\varepsilon(\omega)=-u$. Write $y=(\hbar\omega)^2$, $a=(60\ \text{meV})^2$, $b=(140\ \text{meV})^2$ and $U=\varepsilon_\infty+u$:

$$U+\frac{s_1a}{a-y}+\frac{s_2b}{b-y}=0 .$$

Multiplying by $(a-y)(b-y)$ and collecting powers of $y$,

$$Uy^2-\big[U(a+b)+s_1a+s_2b\big]y+(U+s_1+s_2)ab=0 .$$

For the bare surface, $U=3.5$, the roots are 66.20 and 150.15 meV. For the covered one, $U=7.5$, they are 63.23 and 144.71 meV. Both modes fall, by about 3.0 and 5.4 meV. The lower mode moves about half as far as in the one-mode model, because it carries only part of the strength and the upper mode adds to the permittivity that screens it. The 5.63 meV of part (d) is therefore a property of the one-mode model, not a prediction for silicon dioxide. The numerical output lists the values used here.

## Calculated quantities

```
static, electronic permittivity: 3.9, 2.5
screening length: 4.0 nm
wavevector: 0.5 nm^-1
screening length times wavevector: 2.0
transverse phonon: 60.0 meV
temperature: 300 K
effective permittivity above, covered: 5.0
squared ratio, bare: 1.4000
squared ratio, covered: 1.1867
frequency ratio, bare: 1.1832
frequency ratio, covered: 1.0893
cell-model ratio, bare: 1.1832
cell-model ratio, covered: 1.0893
bulk longitudinal ratio: 1.2490
ratio if susceptibility*q were 2: 1.1201
suspended thin-slab screening: 3.001
surface-charge potential factor: 0.4667
added stiffness / wT^2, bare: 0.4000
added stiffness / wT^2, covered: 0.1867
cell-model ratio at r0*q=0.0: 1.1832
cell-model ratio at r0*q=0.5: 1.1450
cell-model ratio at r0*q=1.0: 1.1201
cell-model ratio at r0*q=2.0: 1.0893
cell-model ratio at r0*q=4.0: 1.0591
surface phonon, bare: 70.99 meV
surface phonon, covered: 65.36 meV
covered phonon: 15.80 THz
lowering: 5.63 meV
thermal occupation, bare: 0.0686
thermal occupation, covered: 0.0867
vacuum gap tested: 0.3 nm
effective permittivity with gap: 2.952
frequency ratio with gap: 1.1211
slab thickness: 0.6 nm
slab eps parallel, normal: 14.33, 6.0
frequency ratio with slab: 1.0918
two-mode oxide TO: 60, 140 meV
permittivity between the modes: 3.0
two modes, bare: 66.20, 150.15 meV
two modes, covered: 63.23, 144.71 meV
phonon full width: 5.0 meV
covered phonon with damping: 65.31 meV
carrier mass: 0.5 electron masses
depleted, conducting: 1e+10, 1e+12 cm^-2
change of u, depleted: -0.0345+0.0448i
change of u, conducting: -3.447+4.477i
real frequency ratio, depleted: 1.0897
density / thermal state density: 0.093
sheet electronic gap: 2.0 eV
screening-length rise by dispersion: 0.107 %
frequency ratio with dispersion: 1.0893
retardation parameter (w/cq)^2: 4.4e-07
```
